Radiative Lifetime of Thermalised Bright and Dark Excitons

**Problem**

An exciton in a semiconductor nanocrystal can occupy two levels. The lower one is dark: an exciton in it does not emit. The upper one is bright, lies Δ = 5 meV higher, and has the same number of substates as the dark level. An exciton held in the bright level would decay by emitting a photon with lifetime τ_B = 10 ns. The two levels exchange population so quickly that their occupations stay in thermal equilibrium while the exciton waits to emit. Find the radiative lifetime at 10 K and at 300 K.

Three assumptions complete the model. There is no nonradiative decay, no third level is occupied, and the crystal holds at most one exciton. The lifetime sought is the time in which the probability that the exciton is still present falls by a factor e, once equilibrium between the levels has been reached.

**First estimate by scaling**

The thermal energy kT must be compared with the splitting Δ. At 10 K it is 0.8617 meV, and at 300 K it is 25.85 meV. The ratio x = Δ/kT is therefore

10 K: x = 5/0.8617 = 5.802
300 K: x = 5/25.85 = 0.1934

so the two temperatures lie on opposite sides of kT = Δ.

In the cold case nearly every exciton is dark. The fraction in the bright level is roughly the Boltzmann factor exp(−x), and emission is slowed by the inverse of that fraction:

τ ≈ τ_B exp(x) = 10 ns × 331.05 ≈ 3310 ns.

In the warm case the splitting hardly matters. All substates are about equally occupied, half of them are bright, and emission is slowed by a factor of two:

τ ≈ 2τ_B = 20 ns.

**Exact solution of the model**

Let the dark level have g_D substates at energy 0 and the bright level g_B substates at energy Δ. In equilibrium each substate has a weight given by its Boltzmann factor, so the levels have total weights g_D and g_B exp(−x). The probability that the exciton is bright is

p_B = g_B exp(−x) / [g_D + g_B exp(−x)].

Dividing numerator and denominator by g_B exp(−x) gives

p_B = 1 / [1 + (g_D/g_B) exp(x)].

Only the ratio of the degeneracies enters. Here it is 1, whether the levels are singlets or doublets, and

p_B = 1 / (1 + exp(x)),  p_D = 1 − p_B = exp(x) / (1 + exp(x)).

Now let N(t) be the probability that the exciton has not yet decayed. The part p_B N is bright and decays at the rate 1/τ_B; the part p_D N does not decay. Exchange moves population between the levels without changing N. Therefore

dN/dt = −(p_B/τ_B) N.

At fixed temperature p_B is constant, so N falls as exp(−t/τ) with

τ = τ_B/p_B = τ_B [1 + exp(Δ/kT)].

If the bright substates emit at different rates, they still share p_B equally in equilibrium, and 1/τ_B stands for their mean rate.

At 10 K:

p_B = 1/(1 + 331.05) = 0.30 %
τ = 10 ns × 332.05 = 3320 ns = 3.32 μs

At 300 K:

p_B = 1/(1 + 1.2134) = 45.2 %
τ = 10 ns × 2.2134 = 22.1 ns

Cooling from 300 K to 10 K lengthens the lifetime by a factor of 150, with Δ and τ_B held fixed. The emission rate of a bright exciton has not changed; what has changed is the share of time the exciton spends in the bright level.

**Comparison of the estimate with the solution**

The cold estimate drops the 1 beside exp(x). Its error relative to the full result is

[τ − τ_B exp(x)]/τ = τ_B/τ = p_B,

which is 0.30 % at 10 K. The estimate is good because the bright level is nearly empty.

The warm estimate replaces exp(x) by 1. Its relative error is

(τ − 2τ_B)/τ = [exp(x) − 1]/[exp(x) + 1] = 0.2134/2.2134 = 9.6 %.

The size of this error follows from the next term of the exponential. With exp(x) ≈ 1 + x,

τ ≈ τ_B (2 + x) = 10 ns × 2.1934 = 21.9 ns,

which is within 1 % of the full result. Even at room temperature the 5 meV splitting leaves a visible trace, because 0.19 is small but not negligible.

Neither estimate serves when kT = Δ, which for 5 meV happens near 58 K. There the formula gives τ_B(1 + e) = 37 ns, while the cold estimate gives 27 ns and the warm one 20 ns. Both lie below the full result, since each discards a positive term.

**How fast must the exchange be?**

Thermal equilibrium was assumed, and the condition for it can be found from the rate equations. Let Γ = 1/τ_B, let k_d be the rate from bright to dark, and let k_u be the rate from dark to bright:

dN_B/dt = −(Γ + k_d) N_B + k_u N_D
dN_D/dt = k_d N_B − k_u N_D

Without emission the stationary state must be the Boltzmann distribution, which requires k_d/k_u = exp(x). Inserting solutions proportional to exp(−λt) gives

(Γ + k_d − λ)(k_u − λ) − k_d k_u = 0,

and after multiplying out,

λ² − (Γ + k_d + k_u) λ + Γ k_u = 0.

The two roots have the sum Γ + k_d + k_u and the product Γk_u. The sum of their inverses is the sum divided by the product:

τ_slow + τ_fast = (Γ + k_d + k_u)/(Γ k_u) = 1/k_u + τ_B (1 + k_d/k_u) = 1/k_u + τ.

The fast time describes the approach to equilibrium, and the slow time is the lifetime seen afterwards. When exchange is much faster than emission, the larger root is close to k_d + k_u. Since k_u = k_d exp(−x),

τ_fast ≈ 1/(k_d + k_u) = (1/k_d) / (1 + exp(−x)) = p_D/k_d.

With 1/k_u = exp(x)/k_d this leaves

τ_slow − τ ≈ [exp(x) − p_D]/k_d.

Division by τ = τ_B[1 + exp(x)] turns the first term into p_D and the second into p_D p_B, each over k_d τ_B. Because 1 − p_B = p_D,

τ_slow/τ − 1 ≈ p_D (1 − p_B)/(k_d τ_B) = p_D²/(k_d τ_B).

For numbers, suppose that the exchange proceeds by absorbing or emitting one phonon of energy Δ, with a bright-to-dark rate of 10 per ns at zero temperature. The phonon occupation n = 1/(exp(x) − 1) raises the downward rate to 10(n + 1) per ns and makes the upward rate 10n per ns. At 10 K these are 10.03 and 0.0303 per ns, and the correction is

0.997²/(10.03 × 10) = 0.99 %.

At 300 K the downward rate is 56.87 per ns and the correction is 0.05 %. The numerical roots of the rate equations give slow lifetimes of 3353 ns and 22.15 ns, in agreement with these corrections.

At 10 K the upward rate, 0.03 per ns, is smaller than the emission rate, 0.1 per ns, and yet the thermal formula holds to 1 %. The condition is that k_d + k_u be large compared with Γ. An exciton lifted into the bright level falls back in about 0.1 ns, a hundred times sooner than it would emit, so emission hardly disturbs the small bright population. The rate of 10 per ns is an illustrative choice, and the 1 % depends on it. With a zero-temperature rate of 1 per ns the same equations give a slow lifetime of 3650 ns at 10 K, 10 % above the thermal value. With 0.1 per ns, equal to Γ, they give about 6600 ns, twice the thermal value. At 300 K the corresponding shifts are only 0.5 % and 5.5 %. Whether a given crystal is thermalised in the cold therefore has to be judged from its own exchange rate.

**What real nanocrystals change**

The given numbers lie in the regime of small CdSe nanocrystals, where the lowest dark and bright levels are both doublets, the splitting is several meV, and a bright lifetime of about 10 ns is a reasonable rough value. One assumption that matters in the cold is that the dark level does not emit at all. In a real crystal its radiative lifetime is long but finite; 1 μs is taken here as a rough, illustrative value. The emission rates of the two levels then add, each weighted by its occupation:

1/τ′ = p_B/τ_B + p_D/τ_D.

With τ_D = 1000 ns at 10 K,

1/τ′ = 0.000301 + 0.000997 = 0.00130 per ns,  τ′ = 770 ns.

The lifetime falls from 3.3 μs to 0.77 μs, and about three quarters of the photons come from the level that the exercise calls nonemitting. Dark emission exceeds bright emission when p_D/τ_D > p_B/τ_B, that is, when exp(x) > τ_D/τ_B = 100, and at 10 K exp(x) is 331. On further cooling this corrected lifetime approaches τ_D instead of growing without limit. At 300 K the same dark emission changes the lifetime only from 22.1 to 21.9 ns.

In the warm case higher levels matter more. As an illustration, add a second bright doublet 25 meV above the dark level, also with a 10 ns lifetime. Relative to the dark level, the weights at 300 K are 1/1.2134 = 0.824 for the first bright level and exp(−25/25.85) = 0.380 for the second, so

τ = 10 ns × (1 + 0.824 + 0.380)/(0.824 + 0.380) = 18.3 ns,

which is 17 % below the two-level value. This shows the size of the effect and is not a prediction for CdSe, where a further dark level also lies above the lowest bright one and the bright levels emit at different rates; the shift then depends on the details of the level scheme. At 10 K this level is empty for practical purposes, and the lifetime is unchanged to the digits given.

A decay measurement also includes nonradiative loss. If every state loses excitons with a time constant τ_nr, the rates add:

1/τ_obs = 1/τ + 1/τ_nr,

and, for excitons that start in thermal equilibrium between the levels, the fraction that emit is τ_obs/τ. For an illustrative τ_nr = 100 ns, held the same at both temperatures, the ideal model would show 18.1 ns and a yield of 82 % at 300 K, but 97 ns and a yield of 3 % at 10 K. The cold decay would then measure the loss and not the radiative lifetime. A slow emitter tolerates far less loss than a fast one.

Finally, the splitting varies from dot to dot. Differentiating ln τ = ln τ_B + ln[1 + exp(Δ/kT)] gives

d(ln τ)/dΔ = (1/kT) exp(x)/[1 + exp(x)] = p_D/kT,

which is 1.16 per meV at 10 K and 0.021 per meV at 300 K. With τ_B fixed and a dark level that does not emit, changing Δ from 4.5 to 5.5 meV moves the cold lifetime from 1.9 to 5.9 μs, but the warm one only from 21.9 to 22.4 ns. In this ideal model an ensemble with such a spread would not follow a single exponential at 10 K, because its members decay at clearly different rates. Dark emission weakens the effect: with τ_D = 1000 ns the same change of Δ moves the cold lifetime only from 0.65 to 0.86 μs, since most photons then come from the dark level, whose emission rate does not depend on Δ here.

The answers to the exercise are thus 3.3 μs at 10 K and 22 ns at 300 K. With the rough values used here, the cold figure depends strongly on the dark level being truly nonemitting, on the absence of loss, on the precise splitting and on exchange much faster than emission. Each of the effects considered, taken alone, moves the warm figure by less than 20 %; dark emission, the upper level and loss together lower it to about 15 ns, some 30 % below the two-level value. The numerical output below lists the values for both temperatures.

Values computed for the example and the checks

```
Splitting: 5.0 meV
Bright lifetime: 10.0 ns
Assumed zero-temperature exchange rate: 10.0 per ns
Assumed dark radiative lifetime: 1000 ns
Assumed upper bright level above dark: 25 meV
Assumed nonradiative lifetime: 100 ns
Assumed change of splitting: 0.5 meV
--- Temperature: 10 K
Thermal energy kT: 0.8617 meV
Delta/kT: 5.8023 (no unit)
exp(Delta/kT): 331.05 (no unit)
Bright occupation: 0.3012 %
Dark occupation: 99.7 %
Thermalised radiative lifetime: 3320.5 ns
Same lifetime, converted: 3.32 us
Relative change per meV of splitting: 1.1570 per meV
Lifetime at smaller splitting: 1863 ns
Lifetime at larger splitting: 5924 ns
Bright-to-dark rate: 10.03 per ns
Dark-to-bright rate: 0.0303 per ns
Slow lifetime at finite exchange: 3353.4 ns
Finite-exchange correction: 0.99 %
Lifetime with weak dark emission: 770.3 ns
Lifetime with upper bright level: 3320.5 ns
Observed lifetime with nonradiative loss: 97.08 ns
Quantum yield with that loss: 2.92 %
--- Temperature: 300 K
Thermal energy kT: 25.8520 meV
Delta/kT: 0.1934 (no unit)
exp(Delta/kT): 1.2134 (no unit)
Bright occupation: 45.18 %
Dark occupation: 54.82 %
Thermalised radiative lifetime: 22.134 ns
Same lifetime, converted: 0.02213 us
Relative change per meV of splitting: 0.0212 per meV
Lifetime at smaller splitting: 21.9 ns
Lifetime at larger splitting: 22.37 ns
Bright-to-dark rate: 56.87 per ns
Dark-to-bright rate: 46.87 per ns
Slow lifetime at finite exchange: 22.145 ns
Finite-exchange correction: 0.053 %
Lifetime with weak dark emission: 21.87 ns
Lifetime with upper bright level: 18.303 ns
Observed lifetime with nonradiative loss: 18.12 ns
Quantum yield with that loss: 81.9 %
--- Comparison
High-temperature limit: 20.0 ns
Lifetime ratio, cold to warm: 150
```
